# The Total Dipole Absorption Strength of a Molecule

A molecule with $N$ electrons is held with its nuclei fixed. The electrons are nonrelativistic and obey

$$H=\sum_{i=1}^{N}\frac{\mathbf p_i^2}{2m}+V(\mathbf r_1,\dots,\mathbf r_N).$$

The real function $V$ contains the attraction to the nuclei and the repulsion between electrons. It is local: it acts by multiplication in position space. Let $|0\rangle$ be a normalized bound eigenstate with energy $E_0$ and finite mean square positions, and let $\mathbf D=\sum_i\mathbf r_i$. For light polarized along the unit vector $\mathbf e$, the oscillator strength to the state $|n\rangle$ is

$$f_n(\mathbf e)=\frac{2m}{\hbar^2}(E_n-E_0)\,|\langle n|\mathbf e\cdot\mathbf D|0\rangle|^2 .$$

## (a) Random orientation

**Average $f_n(\mathbf e)$ over all orientations of the molecule.**

Turning the molecule under fixed light is equivalent to turning $\mathbf e$ about a fixed molecule. Write $\mathbf d=\langle n|\mathbf D|0\rangle$. Then

$$|\mathbf e\cdot\mathbf d|^2=\sum_{ab}e_ae_b\,d_ad_b^* .$$

The average $\overline{e_ae_b}$ has no preferred direction, so it equals $c\,\delta_{ab}$. Its trace is $\overline{\mathbf e^2}=1=3c$, so $c=1/3$ and

$$f_n=\frac{2m}{3\hbar^2}(E_n-E_0)|\mathbf d|^2=\frac{f_n^x+f_n^y+f_n^z}{3}.$$

## (b) The sum over final states

**Find the sum of $f_n$ over all bound and continuum states. Where does locality enter?**

Take one axis, with $X=\sum_i x_i$ and $P=\sum_i p_{ix}$. Below, $\sum_n$ includes an integral over every continuum. Because $(H-E_0)|0\rangle=0$,

$$(H-E_0)X|0\rangle=[H,X]|0\rangle .$$

The states $|n\rangle$ are complete among antisymmetric states, and the symmetric operator $X$ keeps $X|0\rangle$ in that space. Hence

$$A\equiv\sum_n(E_n-E_0)|\langle n|X|0\rangle|^2=\langle0|X(H-E_0)X|0\rangle=\langle0|X[H,X]|0\rangle .$$

Since $V$ is a function of positions, it commutes with $X$. For the kinetic part, $[p_{ix}^2,x_i]=p_{ix}[p_{ix},x_i]+[p_{ix},x_i]p_{ix}=-2i\hbar p_{ix}$, while different electrons commute. Thus

$$[H,X]=-\frac{i\hbar}{m}P,\qquad A=-\frac{i\hbar}{m}\langle XP\rangle .$$

$A$ is real, so it equals half the sum of itself and its complex conjugate $+(i\hbar/m)\langle PX\rangle$:

$$A=-\frac{i\hbar}{2m}\langle XP-PX\rangle=-\frac{i\hbar}{2m}(i\hbar N)=\frac{N\hbar^2}{2m}.$$

Here $[X,P]=\sum_{ij}[x_i,p_{jx}]=i\hbar N$, because only the $N$ terms with $i=j$ survive. Multiplication by $2m/\hbar^2$ gives $N$ for the $x$ axis. The same holds for $y$ and $z$, and therefore

$$\boxed{\sum_{n\,\text{bound}}f_n+\int\frac{df}{dE}\,dE=N.}$$

Each polarization gives $N$ separately. Orientation averaging matters for individual lines, but the total does not need it.

## (c) Repulsion and excited initial states

**What can electron repulsion change? What happens if the molecule starts in an excited state?**

Repulsion is part of $V$ and drops out of $[H,X]$. It can move strength between final states, but it leaves the total alone. The derivation did not require $|0\rangle$ to be the ground state. From an excited state, downward transitions have $E_n-E_0<0$ and enter with negative strength: they represent stimulated emission. If any downward transition is dipole-allowed, the upward strengths add to more than $N$.

A small model shows both effects. In atomic units ($\hbar=m=e=1$), two electrons move on a line in the asymmetric potential

$$v(x)=-\frac{1.2}{\sqrt{(x-1)^2+1}}-\frac{0.8}{\sqrt{(x+1)^2+1}},$$

and repel each other through $1/\sqrt{(x_1-x_2)^2+1}$. The Hamiltonian for singlet states was diagonalized in a basis of sinc functions on a grid from $-10$ to $10$ with spacing 0.5.

With the potential $v$ held fixed, switching on the repulsion lowers the strength of the first line from 1.9574 to 1.7165. The sum is 2.000000 in both cases. The value with repulsion still depends slightly on the box: a grid from $-15$ to $15$ gives 1.712. Starting from the first excited singlet, the return to the ground state contributes $-1.7165$, and the sum is again 2.000000.

## (d) Why the continuum is needed

**For hydrogen in its 1s state, find the strength of the 1s–2p line and the shares of all lines and of the continuum.**

In atomic units the radial functions are $R_{10}=2e^{-r}$ and $R_{21}=re^{-r/2}/(2\sqrt6)$. The radial dipole integral is

$$I=\int_0^\infty R_{21}\,r\,R_{10}\,r^2dr=\frac1{\sqrt6}\int_0^\infty r^4e^{-3r/2}dr=\frac{24}{\sqrt6}\left(\frac23\right)^5 .$$

For one p state, the angular integral along its own axis contributes $1/\sqrt3$. The three p states together therefore give $\sum|\mathbf d|^2=3(I^2/3)=I^2$. The energy difference is $\tfrac12(1-\tfrac14)=\tfrac38$, so

$$f_{1s\to2p}=\frac23\cdot\frac38\,I^2=\frac14\cdot\frac{576}{6}\left(\frac23\right)^{10}=0.4162 .$$

The lines up to $n=30$ were obtained in the same way by numerical quadrature. Higher lines were added with the law $f_n\propto n^{-3}$, which follows from the normalization of the outer orbitals near the nucleus. All lines together give 0.5650.

For photoelectron energy $E$, the bound radial function is replaced by a Coulomb wave $u_E(r)/r$, normalized per unit energy:

$$\frac{df}{dE}=\frac23\left(E+\frac12\right)\left|\int_0^\infty2e^{-r}r^2u_E(r)\,dr\right|^2 .$$

Numerical integration over $E$ gives 0.4350. The two shares add to 1.0000. Bound lines alone would miss more than two fifths of the strength.

## (e) Independent electrons, core electrons and exchange

**Let the electrons occupy orbitals of a common one-electron Hamiltonian. How do filled orbitals affect the core and valence shares? What changes if the potential is Fock exchange?**

Count spin orbitals, with energies $\varepsilon_i$, and define

$$g_{ij}=\frac{2m}{3\hbar^2}(\varepsilon_j-\varepsilon_i)|\langle j|\mathbf r|i\rangle|^2=-g_{ji}.$$

If the potential is local, part (b) with $N=1$ gives $\sum_jg_{ij}=1$ for each occupied $i$, where $j$ runs over all orbitals. The Pauli principle forbids transitions into filled orbitals. In the total, these forbidden terms cancel in pairs because $g_{ij}+g_{ji}=0$.

They do not cancel for the core alone. Let $N_c$ and $N_v$ be the numbers of core and valence electrons, and let $B=\sum_{i\in c,\,j\in v}g_{ij}$ be the blocked strength. It cannot be negative, since valence orbitals lie higher. The allowed strengths are

$$S_c=N_c-B,\qquad S_v=N_v+B .$$

Blocking thus transfers strength from the core spectrum to the valence spectrum.

Now add a nonlocal operator with kernel $W(\mathbf r,\mathbf r')$. The argument of part (b), before locality is used, gives $A=\tfrac12\langle[X,[H,X]]\rangle$. For one electron the extra kernel is

$$x(Wx'-xW)-(Wx'-xW)x'=-(x-x')^2W,$$

and the sum becomes

$$S_x=1-\frac m{\hbar^2}\iint\psi^*(\mathbf r)(x-x')^2W(\mathbf r,\mathbf r')\psi(\mathbf r')\,d^3r\,d^3r'.$$

The Fock exchange kernel for spin $\sigma$ is $-e^2\rho_\sigma(\mathbf r,\mathbf r')/(4\pi\varepsilon_0|\mathbf r-\mathbf r'|)$, with $\rho_\sigma=\sum_{j\,\text{occ}}\phi_j(\mathbf r)\phi_j^*(\mathbf r')$. Summing over occupied orbitals and averaging the axes replaces $(x-x')^2$ by $|\mathbf r-\mathbf r'|^2/3$:

$$S=N+\frac{me^2}{12\pi\varepsilon_0\hbar^2}\sum_\sigma\iint|\rho_\sigma(\mathbf r,\mathbf r')|^2\,|\mathbf r-\mathbf r'|\,d^3r\,d^3r'.$$

Strengths built from Hartree–Fock orbitals and their energy differences therefore sum to more than $N$. This excess belongs to the orbital approximation. The electron repulsion in the original $H$ is local, and its exact states obey part (b).

## (f) From strength to cross section

**Relate $df/dE$ to the absorption cross section, and find the area under the cross section.**

Let $E$ now be the photon energy $\hbar\omega$. A field $\mathcal E_0\mathbf e\cos\omega t$ acts on the electrons through $e\mathcal E_0\,\mathbf e\cdot\mathbf D\cos\omega t$. The absorbing half of the cosine has amplitude $e\mathcal E_0/2$. Fermi's golden rule gives the rate

$$w=\frac{2\pi}{\hbar}\frac{e^2\mathcal E_0^2}{4}\,M(E),$$

where $M(E)$ is $|\langle n|\mathbf e\cdot\mathbf D|0\rangle|^2$ per unit final energy. Dividing the absorbed power $\hbar\omega w$ by the intensity $\tfrac12\varepsilon_0c\mathcal E_0^2$ gives

$$\sigma=\frac{\pi e^2\omega}{\varepsilon_0c}M=4\pi^2\alpha\,\hbar\omega\,M,\qquad \alpha=\frac{e^2}{4\pi\varepsilon_0\hbar c}.$$

Since $df/dE=(2m/\hbar^2)\hbar\omega M$,

$$\sigma(E)=\frac{2\pi^2\alpha\hbar^2}{m}\frac{df}{dE},\qquad \int_0^\infty\sigma\,dE=\frac{2\pi^2\alpha\hbar^2}{m}N .$$

The area formula holds for absorption from the ground state; from an excited state, stimulated emission must be subtracted, as in part (c). Orientation averaging leaves this relation unchanged. Bound lines enter as narrow peaks with the same area per unit strength. The prefactor is 109.76 Mb eV per electron, where 1 Mb is $10^{-18}$ cm².

## (g) Butadiene under EUV light

**Apply these results to planar trans-butadiene, C₄H₆, and estimate its absorption at 13.5 nm.**

The chosen geometry has C=C, C–C and C–H lengths of 1.34, 1.46 and 1.09 Å and a C–C–C angle of 124°. The $x$ axis lies along the central bond, and $z$ is normal to the molecular plane.

A local-density calculation with Slater exchange and VWN correlation, in the def2-SVP basis with Cartesian d functions, supplies the electron density. The potential made from this density is held fixed, and its orbitals are recalculated in a basis of 354 Gaussians. This is a model of independent electrons in a local potential, so the target is $N=30$.

The basis matters because a finite set replaces completeness by a projector $Q$. The sum then contains $\langle i|xQ(H-\varepsilon_i)Qx|i\rangle$, and $Q$ does little harm if the basis represents both $\phi_i$ and $x\phi_i$ accurately. Multiplying an s Gaussian by $x$ gives a p Gaussian with the same exponent, and a p Gaussian gives d functions. The large basis was built on this pattern.

| Strength | Value |
|---|---|
| Total, def2-SVP | 25.52 |
| Total along $x$, $y$, $z$, large basis | 29.96, 29.96, 30.10 |
| Orientation mean, large basis | 30.01 |
| Core to all orbitals | 8.00 |
| Core to empty orbitals | 7.41 |
| Valence to empty orbitals | 22.60 |

The mean is closer to 30 than the separate axes are, because their errors partly cancel. The transition from the highest filled to the lowest empty orbital, at 3.96 eV, has strengths 1.578, 1.359 and 0.000 along the axes. Its orientation mean is $(1.578+1.359)/3=0.979$. Other choices of exponents move the energy by up to 0.02 eV and the axis strengths by up to 0.004. A strongly polarized line coexists with nearly equal totals.

The eight core electrons lose $B=8.00-7.41=0.59$ to blocking, and the 22 valence electrons gain about the same amount, as part (e) requires.

The area under the full cross section is $30\times109.76=3293$ Mb eV. A 13.5 nm photon has energy 91.84 eV. Of the calculated strength, 21.16 lies below this energy and 8.85 above it. Core transitions start at 264.8 eV in this model, so $8.85-7.41=1.44$ of the upper part belongs to valence electrons. This split depends on where the discrete states fall: two other sets of exponents (370 and 422 functions) give 8.72 and 8.75 above the photon energy, with 1.30 and 1.34 from valence electrons.

The finite basis represents the continuum by discrete states, so a cross section at one energy requires an average. For a window from $E/q$ to $qE$ around $E=91.84$ eV, the strength inside was divided by the width and multiplied by 109.76 Mb eV. The result is 2.43 Mb for $q=1.4$ and 1.78 Mb for $q=1.8$. These values are not converged in the basis. The two other sets of exponents give 2.01 and 1.94 Mb for $q=1.4$, and 2.53 and 2.44 Mb for $q=1.8$, so the order of the two windows reverses. The spread comes from clumping of the discrete states. Free atoms with a true continuum (carbon in the same local-density model, hydrogen exact) give 0.57 Mb for C and 0.025 Mb for H, hence 2.45 Mb for 4C + 6H, and for that smooth curve both windows return the centre value. The total strength is well determined, while its local density is known from the Gaussian basis only to lie between about 1.8 and 2.5 Mb.

For a film with a rough organic density of 1.0 g/cm³, the number density is $1.113\times10^{22}$ cm⁻³. The wider window gives

$$\mu=(1.113\times10^{22}\ \text{cm}^{-3})(1.78\times10^{-18}\ \text{cm}^2)\approx2.0\ \mu\text{m}^{-1}.$$

A 40 nm film then absorbs $1-e^{-1.98\times0.040}=0.076$ of the light, without reflection. This is the low end of the range. The narrower window gives $\mu\approx2.7\ \mu\text{m}^{-1}$ and a fraction of about 0.10, which agrees with the atomic sum and is the better estimate.

Organic EUV resists have absorption coefficients of very roughly 4 to 5 μm⁻¹, about 1.5 to 2.5 times the estimates for butadiene. Butadiene is a stand-in for their carbon framework. Real resists break the assumption of a pure hydrocarbon: they also contain oxygen, which absorbs more strongly per atom than carbon at this wavelength, and often other elements. In the same atomic model oxygen has 1.8 Mb, three times carbon, and atomic sums give 4.75 μm⁻¹ for PMMA at 1.18 g/cm³ and 3.8 μm⁻¹ for poly(hydroxystyrene) at 1.15 g/cm³. Oxygen and the higher density thus account for most of the gap.

The sum rule constrains resist design in a limited way. At fixed electron number, chemistry can raise absorption near 92 eV only by taking strength from other energies. The rule sets no useful ceiling at a single wavelength.

## (h) What the model leaves out

**Estimate the effects of relativity, moving nuclei, finite wavelength and the surrounding film.**

The leading relativistic correction to the kinetic energy is $T'=-p^4/(8m^3c^2)$ per electron. For any kinetic function $T(\mathbf p)$, $[T,x]=-i\hbar\,\partial T/\partial p_x$, and a second commutator gives $[x,[T,x]]=\hbar^2\partial^2T/\partial p_x^2$. With $\nabla_p^2p^4=20p^2$, the average over axes changes the sum by

$$\Delta S=\frac m3\left\langle\sum_i\nabla_{p_i}^2T'_i\right\rangle=-\frac{5}{6m^2c^2}\left\langle\sum_ip_i^2\right\rangle=-\frac53\frac{\langle T\rangle}{mc^2}.$$

The calculated kinetic energy is 153.45 hartree (it moves by about 0.1 hartree with the basis) and $mc^2=\alpha^{-2}=18779$ hartree, so $\Delta S=-0.014$. This sizes the $p^4$ term alone, not every relativistic correction.

If the nuclei move, the dipole coordinate becomes $\sum_i\mathbf r_i-\sum_AZ_A\mathbf R_A$. Nuclear kinetic energy then adds $Z_A^2\hbar^2/M_A$ to the double commutator for each nucleus, and

$$\Delta S=\sum_A Z_A^2\frac{m}{M_A}=+0.010$$

for this neutral molecule. Both shifts are below 0.1% of $N$.

The dipole form assumes that the field is uniform across the molecule. The root-mean-square electron distance from the centre is 0.177 nm, across which the phase of 13.5 nm light changes by $2\pi(0.177)/13.5=0.082$ rad. The approximation is good at this wavelength. It worsens at shorter wavelengths, so the area in part (f) refers to the dipole cross section continued to all energies.

In the film, molecules also polarize one another. Treating all 30 electrons per molecule as free gives a plasma energy of 21.5 eV and a polarization scale $(21.46/91.84)^2=0.055$. This scale suggests corrections to the absorption of at most several percent, smaller than the spread between the two windows. Electronic screening inside the molecule is also missing. It can redistribute strength, as repulsion did in part (c), but cannot change the total of the original local Hamiltonian.
